# Why four Klein-Gordon functions need not form a Dirac solution

**Q:** I have been treating the free Dirac equation as bookkeeping. Squaring it gives the Klein-Gordon equation for each component. So I choose any four Klein-Gordon functions, stack them in a column, and call that a Dirac solution. What could go wrong?

**A:** Let us first see what squaring proves. I use $\hbar=c=1$, the metric $(+,-,-,-)$, and $\not\partial=\gamma^\mu\partial_\mu$ with $\{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu}$. The free Dirac equation is $(i\not\partial-m)\psi=0$, and I take $m>0$ until we discuss the massless case. Multiply out, keeping the order of the matrices:

$$(i\not\partial-m)(i\not\partial+m)=(i\not\partial)^2+m\,i\not\partial-m\,i\not\partial-m^2=-\not\partial^2-m^2 .$$

Because $\partial_\mu\partial_\nu$ is symmetric in its indices, only the symmetric part of $\gamma^\mu\gamma^\nu$ survives:

$$\not\partial^2=\tfrac12\{\gamma^\mu,\gamma^\nu\}\partial_\mu\partial_\nu=g^{\mu\nu}\partial_\mu\partial_\nu=\partial^2 .$$

Hence

$$(i\not\partial-m)(i\not\partial+m)=-(\partial^2+m^2), \tag{1}$$

and the same result follows with the factors exchanged. If $(i\not\partial-m)\psi=0$, acting with $(i\not\partial+m)$ gives $(\partial^2+m^2)\psi=0$. The right-hand operator contains no matrix, so each component obeys the Klein-Gordon equation.

That is an implication from Dirac to Klein-Gordon. Your recipe uses the reverse implication.

**Q:** Then show me four Klein-Gordon functions that fail.

**A:** Take a plane wave in the first component and zero in the other three:

$$\phi=e_1e^{-ip\cdot x},\qquad e_1=(1,0,0,0)^T,\qquad p\cdot x=Et-\mathbf p\cdot\mathbf x,\qquad E=\sqrt{\mathbf p^2+m^2}.$$

Zero is a Klein-Gordon solution, and the first component is one because $-E^2+\mathbf p^2+m^2=0$. For the Dirac equation, $i\partial_\mu$ acting on the exponential gives $p_\mu$, so we need $\not p=\gamma^\mu p_\mu=\gamma^0E-\boldsymbol\gamma\cdot\mathbf p$. In the Dirac representation, written in $2\times2$ blocks,

$$\gamma^0=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
\gamma^k=\begin{pmatrix}0&\sigma_k\\-\sigma_k&0\end{pmatrix},\quad
\not p=\begin{pmatrix}E&-\boldsymbol\sigma\cdot\mathbf p\\ \boldsymbol\sigma\cdot\mathbf p&-E\end{pmatrix}.$$

The first column of $\boldsymbol\sigma\cdot\mathbf p$ is $(p_z,\,p_x+ip_y)^T$. Therefore

$$(\not p-m)e_1=(E-m,\;0,\;p_z,\;p_x+ip_y)^T .$$

Its squared length is

$$(E-m)^2+\mathbf p^2=E^2-2Em+m^2+E^2-m^2=2E(E-m),$$

which vanishes only for $E=m$, that is, $\mathbf p=0$.

For numbers, choose $m=4$ and $\mathbf p=(1,2,2)$ in an arbitrary energy unit. Then $\mathbf p^2=9$ and $E=\sqrt{9+16}=5$. The left-over column is $(1,0,2,1+2i)$, with squared length $1+4+5=10$. The Dirac equation is not satisfied.

**Q:** So the trouble comes from motion. At rest, any column will do?

**A:** No. At rest with time factor $e^{-imt}$, the condition is $(m\gamma^0-m)w=0$. It holds for $e_1$, but $e_3$ gives $-2m\,e_3$, of length 8 in our example. Even at rest, the lower two components must vanish for positive frequency.

For general momentum, write $w=(a,b)^T$ with two-component $a$ and $b$. The condition $(\not p-m)w=0$ becomes

$$(E-m)a-\boldsymbol\sigma\cdot\mathbf p\,b=0,\qquad
\boldsymbol\sigma\cdot\mathbf p\,a-(E+m)b=0 .$$

The second line gives

$$b=\frac{\boldsymbol\sigma\cdot\mathbf p}{E+m}\,a. \tag{2}$$

The first line then adds nothing new: $(\boldsymbol\sigma\cdot\mathbf p)^2=\mathbf p^2=(E-m)(E+m)$, so its two terms cancel. You may choose $a$ freely, but $b$ follows from it. The Klein-Gordon equation contains no such link, since it never mixes components.

**Q:** Where did the squaring lose that link?

**A:** In the same way that $x^2=m^2$ loses the sign in $x=m$. On Klein-Gordon solutions,

$$(i\not\partial)^2\phi=-\partial^2\phi=m^2\phi ,$$

so $i\not\partial$ can have the eigenvalues $+m$ and $-m$. The Dirac equation selects $+m$. Klein-Gordon accepts both, and any sum of the two. To separate them, define

$$P_\pm=\frac{m\pm i\not\partial}{2m}.$$

On Klein-Gordon solutions these are projectors:

$$P_\pm^2=\frac{m^2\pm2m\,i\not\partial+(i\not\partial)^2}{4m^2}
=\frac{2m^2\pm2m\,i\not\partial}{4m^2}=P_\pm,$$

$$P_+P_-=\frac{m^2-(i\not\partial)^2}{4m^2}=0,\qquad P_++P_-=1 .$$

Every Klein-Gordon column therefore splits uniquely into a part with $i\not\partial=+m$ and a part with $i\not\partial=-m$. The sign here is not the sign of the frequency: each of the two solution spaces contains both positive- and negative-frequency waves, and $P_\pm$ leave the frequency of a plane wave unchanged, so both parts of $e_1e^{-ip\cdot x}$ have positive frequency.

**Q:** Are the two parts equally large? "Half the solutions" sounds odd when both spaces are infinite.

**A:** Count at one fixed momentum. I consider smooth superpositions of plane waves, so each factor $e^{i\mathbf p\cdot\mathbf x}$ can be treated separately. The Klein-Gordon equation becomes $\ddot\phi=-E^2\phi$. Each of the four components needs an initial value and an initial time derivative, which makes 8 complex numbers.

For Dirac, multiply $(i\gamma^0\partial_t+i\gamma^k\partial_k-m)\psi=0$ by $\gamma^0$, use $(\gamma^0)^2=1$, and move the spatial and mass terms to the right:

$$i\partial_t\psi=H\psi,\qquad H=\boldsymbol\alpha\cdot(-i\nabla)+\beta m,\qquad \alpha^k=\gamma^0\gamma^k,\quad\beta=\gamma^0. \tag{3}$$

This is first order in time, so $\psi(0)$ suffices: 4 complex numbers. In terms of frequencies, Klein-Gordon has four modes at $+E$ and four at $-E$; Dirac has two at each.

The equality of the two halves also has a structural reason. The matrix $\gamma^5=i\gamma^0\gamma^1\gamma^2\gamma^3$ anticommutes with every $\gamma^\mu$: moving $\gamma^\mu$ through the product gives three minus signs from the different matrices and none from the equal one. Thus $i\not\partial\phi=m\phi$ implies

$$i\not\partial(\gamma^5\phi)=-\gamma^5i\not\partial\phi=-m\,\gamma^5\phi .$$

Since $\gamma^5$ is invertible, it pairs the solutions of the two signs one to one.

**Q:** Yet some stacks of Klein-Gordon functions must work, since every Dirac solution is one. How do I recognize them?

**A:** Let $\phi$ be a Klein-Gordon column and define its Dirac residual $\chi=(i\not\partial-m)\phi$. By (1),

$$(i\not\partial+m)\chi=-(\partial^2+m^2)\phi=0 .$$

So $\chi$ itself obeys a first-order equation. If it vanishes everywhere at $t=0$, it vanishes at all times. Separating the time derivative as in (3) gives $\chi=\gamma^0(i\partial_t\phi-H\phi)$. The test is therefore

$$i\partial_t\phi\big|_{t=0}=H\phi\big|_{t=0}. \tag{4}$$

You can still choose all four initial functions $\phi(0,\mathbf x)$ freely. What you cannot choose is their time derivatives: Klein-Gordon leaves these free, while Dirac fixes them.

**Q:** Suppose my column fails this test. Can I repair it?

**A:** Yes, apply the other factor:

$$\psi=(i\not\partial+m)\phi .$$

Equation (1) gives $(i\not\partial-m)\psi=-(\partial^2+m^2)\phi=0$, so $\psi$ is a Dirac solution. For our plane wave, $i\not\partial$ becomes $\not p$, and

$$(\not p+m)e_1=(E+m,\;0,\;p_z,\;p_x+ip_y)^T=(9,0,2,1+2i)^T .$$

Check it against (2): with $a=(9,0)^T$, the lower part is $\frac{9}{9}(2,1+2i)^T$, as required. Dividing by $2m=8$ gives the projected part

$$u=(1.125,\;0,\;0.25,\;0.125+0.25i)^T .$$

The discarded part is $v=e_1-u=(-0.125,\,0,\,-0.25,\,-0.125-0.25i)^T$, which satisfies $\not p v=-mv$.

**Q:** Does this produce every Dirac solution, or just a convenient family?

**A:** Every one. Given a Dirac solution $\psi$, use $\phi=\psi/(2m)$, which is also a Klein-Gordon solution. Since $i\not\partial\psi=m\psi$,

$$(i\not\partial+m)\frac{\psi}{2m}=\frac{m\psi+m\psi}{2m}=\psi .$$

The map is onto, but it is not one to one. Adding to $\phi$ any solution of $(i\not\partial+m)\eta=0$ leaves the result unchanged. If $\phi$ consists entirely of such a piece, the result is zero. The positive-frequency wave $e_3e^{-imt}$ at rest is an example, because $(m\gamma^0+m)e_3=0$.

**Q:** You divided by $m$. Does the claim collapse for a massless particle?

**A:** The projectors do, but surjectivity survives. Given $\psi$, choose Klein-Gordon initial data

$$\phi(0)=0,\qquad \partial_t\phi(0)=-i\gamma^0\psi(0).$$

Evolve $\phi$ with the Klein-Gordon equation and apply $(i\not\partial+m)$. At $t=0$ the mass and gradient terms vanish, leaving

$$i\gamma^0\partial_t\phi(0)=i\gamma^0(-i\gamma^0)\psi(0)=\psi(0).$$

The mapped field is a Dirac solution with the same initial value as $\psi$, so it equals $\psi$ at all times. Nowhere did we divide by $m$.

For $m=0$, however, $(i\not\partial)^2=0$ on Klein-Gordon solutions. The image of $i\not\partial$ then lies inside its kernel. Since the kernel is the massless Dirac space and the map is onto that space, image and kernel coincide. At our nonzero momentum both have dimension 4. The halving remains, but the split into eigenspaces of $i\not\partial$ is gone: the kernel of the map is now the Dirac space itself, not a complement of it. Other complements survive. For $E\neq0$ the solutions of $i\partial_t\phi=-H\phi$ obey Klein-Gordon because $H^2=E^2$, and they share only $\phi=0$ with the Dirac space.

**Q:** Suppose I ignore all this and use $e_1e^{-ip\cdot x}$ anyway. Would a physical quantity reveal the error?

**A:** The velocity would. The Dirac current divided by the density gives $v_k=w^\dagger\alpha^kw/w^\dagger w$. Since $\alpha^k$ has $\sigma_k$ in its off-diagonal blocks and zeros on the diagonal,

$$w^\dagger\alpha^kw=2\,\mathrm{Re}(a^\dagger\sigma_kb).$$

For $e_1$ we have $b=0$, so this current velocity is zero. Yet a packet built around this momentum has group velocity $\partial E/\partial p_k=p_k/E$, or $(0.2,0.4,0.4)$ in units of $c$.

Now insert (2). From $\sigma_k\sigma_j=\delta_{kj}+i\epsilon_{kjl}\sigma_l$, the second term contributes an imaginary number to $a^\dagger\sigma_k\boldsymbol\sigma\cdot\mathbf p\,a$, so the real part is $p_k\,a^\dagger a$. Hence

$$w^\dagger\alpha^kw=\frac{2p_k}{E+m}a^\dagger a,$$

$$w^\dagger w=\left[1+\frac{\mathbf p^2}{(E+m)^2}\right]a^\dagger a
=\left[1+\frac{E-m}{E+m}\right]a^\dagger a=\frac{2E}{E+m}a^\dagger a .$$

The ratio is $p_k/E$. The repaired positive-frequency spinor carries the current that its group velocity requires. This exposes $e_1$, but it is not a general test. The discarded part $v$ also gives $p_k/E$, because $\gamma^5v$ obeys the Dirac condition and $\gamma^5$ is unitary and commutes with $\alpha^k$. Conversely, a Dirac solution that mixes both frequencies generally has a current that oscillates in time.

**Q:** And probability?

**A:** Start from $\phi(0)=e_1e^{i\mathbf p\cdot\mathbf x}$ with $\partial_t\phi(0)=0$. Klein-Gordon permits this and gives

$$\phi=e_1\cos(Et)\,e^{i\mathbf p\cdot\mathbf x},\qquad \phi^\dagger\phi=\cos^2(Et).$$

This falls from 1 to 0.5 at $t=\pi/(4E)=0.157$ and to zero at $t=\pi/(2E)=0.314$, in inverse energy units. It cannot be a conserved probability density. The initial data violate (4), because $He_1=(4,0,2,1+2i)^T$ is not zero.

Dirac evolution from the same initial column keeps $\psi^\dagger\psi=1$. At fixed momentum $H$ is a Hermitian matrix, so

$$\partial_t(\psi^\dagger\psi)=(-iH\psi)^\dagger\psi+\psi^\dagger(-iH\psi)
=i\psi^\dagger H\psi-i\psi^\dagger H\psi=0 .$$

Mapping the oscillating $\phi$ also gives a constant norm. At $t=0$ its time derivative is zero, so the image is $(m-\boldsymbol\gamma\cdot\mathbf p)e_1=(4,0,2,1+2i)^T$, of squared norm $16+4+5=25=E^2$. It stays at 25 while $\phi^\dagger\phi$ passes through zero: the map uses $\partial_t\phi$ as well as $\phi$.

None of this makes the Klein-Gordon equation inconsistent. It means that $\phi^\dagger\phi$ is not a conserved density for its general solutions.

**Q:** Then may I regard $u^\dagger u$ as the probability that my original column was "Dirac"?

**A:** No. In the example

$$u^\dagger u=\frac{81+4+5}{64}=1.40625,\qquad
v^\dagger v=\frac{1+4+5}{64}=0.15625 .$$

The first exceeds 1. The parts are not orthogonal in the ordinary spinor product: $2\,\mathrm{Re}(u^\dagger v)=2(-9-4-5)/64=-0.5625$, and only with this cross term do the three numbers add to 1.

They are orthogonal in the product $\bar uv=u^\dagger\gamma^0v$. The matrix $\gamma^0\not p$ is Hermitian, so $\not pu=mu$ implies $\bar u\not p=m\bar u$. Evaluating $\bar u\not pv$ from the left gives $m\bar uv$; from the right it gives $-m\bar uv$. Thus $\bar uv=0$. That product is not positive definite, so it does not supply probabilities either. A weight between 0 and 1 needs a different complement. The orthogonal projector $(1+H/E)/2$ sends $e_1$ to $(9,0,2,1+2i)^T/10$, which is parallel to $u$ and has squared norm $90/100=0.9$, the positive-energy weight of $e_1$ under $H$.

**Q:** So my recipe needs one more step: choose four Klein-Gordon functions, then apply $(i\not\partial+m)$.

**A:** Yes, for the free equation, and check that the result is not zero. In an electromagnetic potential, with $D_\mu=\partial_\mu+iqA_\mu$, the commutator $[D_\mu,D_\nu]=iqF_{\mu\nu}$ gives $\not D^2=D^2+\tfrac{iq}{4}[\gamma^\mu,\gamma^\nu]F_{\mu\nu}$. The squared equation then contains a matrix, and mapping four scalar Klein-Gordon solutions no longer yields a Dirac solution. Alternatively, choose only the four initial functions and let (3) determine their time derivatives. The numerical check compares the two routes at our example momentum, for one randomly drawn set of Klein-Gordon data. It evolves the data and then maps them; separately, it maps the initial data and evolves the resulting spinor with $H$. At the three times tested, the results agree to rounding error.

## Computed results

```
Natural units; energy unit arbitrary
mass m = 4.0000 energy units
momentum p = (1.0000, 2.0000, 2.0000) energy units
energy E = 5.0000 energy units
Dirac residual of e1 wave = (1.0000+0.0000i, 0.0000+0.0000i, 2.0000+0.0000i, 1.0000+2.0000i) energy units
squared residual norm = 10.0000 energy units^2
rest residual norm, e1 = 0.0000 energy units
rest residual norm, e3 = 8.0000 energy units
(pslash+m)e1 = (9.0000+0.0000i, 0.0000+0.0000i, 2.0000+0.0000i, 1.0000+2.0000i) energy units
Dirac part of e1 = (1.1250+0.0000i, 0.0000+0.0000i, 0.2500+0.0000i, 0.1250+0.2500i) dimensionless
other part of e1 = (-0.1250+0.0000i, 0.0000+0.0000i, -0.2500+0.0000i, -0.1250-0.2500i) dimensionless
squared norm, Dirac part = 1.40625
squared norm, other part = 0.15625
cross term in squared norm = -0.56250
sum of the three terms = 1.00000
Dirac-adjoint overlap magnitude = 0.00000
current velocity of e1 = (0.0000, 0.0000, 0.0000) units of c
current velocity, Dirac part = (0.2000, 0.4000, 0.4000) units of c
group velocity = (0.2000, 0.4000, 0.4000) units of c
KG modes at +E, -E = [4, 4] count
Dirac modes at +E, -E = [2, 2] count
i dslash eigenvalues +m, -m = [4, 4] count
massive map: image, kernel = 4 4 dimensions
massless map: image, kernel = 4 4 dimensions
largest mapped-evolution error = 8.9e-15 energy units
largest unmapped difference = 1.2158 dimensionless
Squared norms from the initial spinor e1, zero KG time derivative:
t = 0.00000 inverse energy units: KG 1.00000, Dirac 1.00000, mapped 25.0000 energy units^2
t = 0.15708 inverse energy units: KG 0.50000, Dirac 1.00000, mapped 25.0000 energy units^2
t = 0.31416 inverse energy units: KG 0.00000, Dirac 1.00000, mapped 25.0000 energy units^2
```
